\section*{Coherent transmission of a finite chain at its band edge}

\section{Problem}

A chain has $N$ equal sites with energy $\varepsilon_0$, joined by nearest-neighbour matrix elements $-t$ with $t>0$. Sites $1$ and $N$ each touch a wide-band contact, which adds the energy-independent self-energy $\Sigma_{L,R}=-i\Gamma_{L,R}/2$ with $\Gamma_{L,R}>0$. Electrons do not interact and there is no disorder. The transmission is
\begin{equation}
T=\Gamma_L\Gamma_R\,|G_{1N}|^2,\qquad G=(E-H-\Sigma)^{-1}.
\end{equation}
In atomic units the zero-temperature conductance, with both spins, is $T/\pi$.

(a) How does $T$ depend on $N$ when $E$ lies at the lower band edge $\varepsilon_0-2t$? (b) How close to the edge must $E$ be for the answer to hold? (c) What happens at temperature $\Theta$ with the Fermi level at the edge?

For numbers take $\varepsilon_0=0$, $t=1$ eV, $\Gamma_L=1$ eV, $\Gamma_R=0.5$ eV and a spacing of 3 \AA. These are round model parameters and describe no particular material.

\section{A tempting solution}

Let $x=E-\varepsilon_0$. Inside the chain $x\psi_j=-t(\psi_{j+1}+\psi_{j-1})$, so
\begin{equation}
\begin{pmatrix}\psi_{j+1}\\ \psi_j\end{pmatrix}
=M\begin{pmatrix}\psi_j\\ \psi_{j-1}\end{pmatrix},\qquad
M=\begin{pmatrix}-x/t&-1\\1&0\end{pmatrix}.
\label{M}
\end{equation}
Since $\det M=1$, the eigenvalues are $e^{\pm\kappa}$ with $2\cosh\kappa=-x/t$. Below the band $\kappa$ is real and $T\propto e^{-2\kappa N}$. At the edge $\kappa=0$ and both eigenvalues equal 1. The general solution $\psi_j=ae^{\kappa j}+be^{-\kappa j}$ becomes the constant $a+b$. Nothing grows or decays along the chain, so $T$ does not depend on $N$.

\section{Where it fails}

The absence of exponential decay is correct; the last inference is not. A second-order recursion has two independent solutions, but $a+b$ is one constant. The eigenvalues fix the size of $M^N$ only if the eigenvectors span the space. At the edge
\begin{equation}
M=\begin{pmatrix}2&-1\\1&0\end{pmatrix},\qquad
M-I=\begin{pmatrix}1&-1\\1&-1\end{pmatrix}
=\begin{pmatrix}1\\1\end{pmatrix}\begin{pmatrix}1&-1\end{pmatrix}.
\end{equation}
The matrix $M-I$ has rank one, so $M$ has a single eigenvector, $(1,1)^T$: it is defective. Because $(1,-1)(1,1)^T=0$, the square of $M-I$ vanishes, and the binomial expansion of $[I+(M-I)]^N$ stops after two terms:
\begin{equation}
M^N=I+N(M-I).
\label{jordan}
\end{equation}
The missing solution is $\psi_j=j$, which indeed satisfies $2\psi_j=\psi_{j+1}+\psi_{j-1}$. What remains is to find how strongly the contacts excite it.

\section{Solution of (a)}

\subsection{Contacts as boundary vectors}

Let $g_j=G_{jN}$, the response to a unit source on site $N$, and write $g_j=g_1\psi_j$, so $\psi_1=1$. Row 1 of $(E-H-\Sigma)g=e_N$ is $(x-\Sigma_L)\psi_1+t\psi_2=0$. It takes the form of the bulk equation if a fictitious site 0 obeys $t\psi_0=-\Sigma_L\psi_1$, that is
\begin{equation}
\psi_0=\sigma_L\psi_1,\qquad \sigma=-\frac{\Sigma}{t}=i\gamma,\qquad \gamma=\frac{\Gamma}{2t}.
\end{equation}
At the other end, define $\psi_{N+1}$ by continuing the bulk recursion, so $x\psi_N+t\psi_{N-1}=-t\psi_{N+1}$. Row $N$ then reads
\begin{equation}
1=g_1\left[-t\psi_{N+1}-\Sigma_R\psi_N\right]
=-t\,g_1\left(\psi_{N+1}-\sigma_R\psi_N\right).
\end{equation}
The bracket on the right is
\begin{equation}
F_N=\begin{pmatrix}1&-\sigma_R\end{pmatrix}M^N\begin{pmatrix}1\\ \sigma_L\end{pmatrix},
\label{F}
\end{equation}
so $G_{1N}=g_1=-1/(tF_N)$. With $\Gamma=2t\gamma$,
\begin{equation}
T=\frac{4\gamma_L\gamma_R}{|F_N|^2}.
\label{TF}
\end{equation}

\subsection{The power law}

Inserting (\ref{jordan}) and the factorised $M-I$ into (\ref{F}) gives
\begin{equation}
F_N=1-\sigma_L\sigma_R+N(1-\sigma_L)(1-\sigma_R).
\label{Fedge}
\end{equation}
The coefficient of $N$ is a product of two overlaps, one per contact. Let $p=\gamma_L\gamma_R$ and $S=\gamma_L+\gamma_R$. Then $\sigma_L\sigma_R=-p$ and $(1-i\gamma_L)(1-i\gamma_R)=1-p-iS$, so
\begin{equation}
T=\frac{4p}{[N+1-p(N-1)]^2+S^2N^2}.
\label{exact}
\end{equation}
In the denominator the coefficient of $N^2$ is
\begin{equation}
(1-p)^2+S^2=1+p^2+\gamma_L^2+\gamma_R^2=(1+\gamma_L^2)(1+\gamma_R^2)\equiv A,
\end{equation}
the linear term is $2N(1-p)(1+p)=2N(1-p^2)$ and the constant is $(1+p)^2$. For large $N$,
\begin{equation}
T\simeq\frac{C}{N^2}\left(1-\frac{2N_0}{N}\right),\qquad C=\frac{4p}{A},\qquad N_0=\frac{1-p^2}{A}.
\end{equation}

At the upper edge $-x/t=-2$ and the double eigenvalue is $-1$. With $D=\mathrm{diag}(1,-1)$ the new matrix is $-DMD$. Since $D$ reverses the sign of both $\sigma$'s in (\ref{F}), $F_N$ becomes $(-1)^NF_N^*$, and $T$ is the same.

For the example $\gamma_L=0.5$, $\gamma_R=0.25$, $p=0.125$ and $S=0.75$. At $N=20$,
\begin{equation}
T=\frac{0.5}{18.625^2+15^2}=8.74\times10^{-4},
\end{equation}
a conductance of $0.068\ \mu$S. The leading form $C/N^2$, with $C=0.376$, gives $9.41\times10^{-4}$, which is 8\% above the full value. Direct inversion of $E-H-\Sigma$ at $N=400$ and $800$ gives a logarithmic slope of $-1.997$.

\subsection{The role of the contacts}

A defective matrix permits linear growth; the contacts decide whether it appears. The boundary vector $(1,\sigma_L)^T$ would coincide with the eigenvector if $\sigma_L=1$. A wide-band contact has imaginary $\sigma$, so $|1-\sigma|\ge1$ and the linear term is always present.

To see the difference, keep $M$ but lower both end-site energies by $t$, with equal contacts. Then $\Sigma=-t-it\gamma$ and $\sigma=1+i\gamma$, so $(1-\sigma)^2=-\gamma^2$ and $1-\sigma^2=\gamma^2-2i\gamma$. Equation (\ref{Fedge}) gives $F_N=-(N-1)\gamma^2-2i\gamma$, and
\begin{equation}
T=\frac{4\gamma^2}{4\gamma^2+(N-1)^2\gamma^4}=\frac{1}{1+(N-1)^2\gamma^2/4}.
\end{equation}
For $\gamma=0.01$ and $N=50$ this is 0.943, against $1.5\times10^{-7}$ with unshifted ends and the same $\gamma$. The $1/N^2$ fall is postponed to $N\gg2/\gamma$.

\section{Solution of (b)}

\subsection{Below the band}

Let $E$ lie a distance $\delta$ below the edge, so $\delta=2t(\cosh\kappa-1)$. The matrix obeys $M^2=2\cosh\kappa\,M-I$, hence by induction
\begin{equation}
M^N=u_NM-u_{N-1}I,\qquad u_n=\frac{\sinh n\kappa}{\sinh\kappa},
\end{equation}
because $u_{n+1}=2\cosh\kappa\,u_n-u_{n-1}$. Between the boundary vectors $M$ gives $2\cosh\kappa-\sigma_L-\sigma_R$ and $I$ gives $1-\sigma_L\sigma_R$. Therefore
\begin{equation}
F_N=u_{N+1}-(\sigma_L+\sigma_R)u_N+\sigma_L\sigma_Ru_{N-1}.
\label{Foff}
\end{equation}
For $N\kappa\gg1$, $u_n\simeq e^{n\kappa}/(2\sinh\kappa)$ and
\begin{equation}
T\simeq\frac{16p\,\sinh^2\!\kappa\;e^{-2\kappa(N+1)}}{|(1-\sigma_Le^{-\kappa})(1-\sigma_Re^{-\kappa})|^2}.
\end{equation}
This shows the fault of the tempting solution from another side. As $\kappa\to0$ the exponential tends to 1, but the prefactor tends to zero, and the condition $N\kappa\gg1$ fails before the edge is reached.

\subsection{The window of the power law}

Now hold $z=\kappa N$ fixed while $N$ grows. All three $u$'s in (\ref{Foff}) approach $N\sinh z/z$, so
\begin{equation}
T\simeq\frac{C}{N^2}\left(\frac{z}{\sinh z}\right)^2,\qquad z^2\simeq\frac{N^2\delta}{t}.
\label{scaling}
\end{equation}
The power law needs $\delta\ll t/N^2$. The transmission is halved at $z^2=2.22$, that is at $\delta\simeq2.22\,t/N^2=5.6$ meV for $N=20$; the full expression gives 5.2 meV. With the contacts held fixed, raising every site energy by this amount has the same effect, so level alignment in a chain of this length matters on the scale of a few meV.

\subsection{Inside the band}

Here $\kappa\to ik$, and (\ref{scaling}) becomes $(z/\sin z)^2$ with $z=kN$, valid away from its poles $z=\pi,2\pi,\dots$, which mark resonances. At fixed $k$ and any $N$, (\ref{Foff}) can be written
\begin{equation}
F_N=\frac{a\,e^{i(N+1)k}-b\,e^{-i(N+1)k}}{2i\sin k},
\end{equation}
with $a=(1-\sigma_Le^{-ik})(1-\sigma_Re^{-ik})$ and $b=(1-\sigma_Le^{ik})(1-\sigma_Re^{ik})$. Hence $T$ stays between $16p\sin^2k/(|b|+|a|)^2$ and $16p\sin^2k/(|b|-|a|)^2$, whatever the length.

The table compares energies at the edge and 0.1 eV to either side.
\begin{center}
\begin{tabular}{rccc}
$N$ & edge & 0.1 eV below & 0.1 eV above\\
10 & $3.3\times10^{-3}$ & $1.7\times10^{-4}$ & 0.34\\
20 & $8.7\times10^{-4}$ & $3.2\times10^{-7}$ & 0.29\\
40 & $2.3\times10^{-4}$ & $1.1\times10^{-12}$ & 0.22\\
80 & $5.8\times10^{-5}$ & $1.2\times10^{-23}$ & 0.14
\end{tabular}
\end{center}
Below the band $\kappa=0.315$ per site, or 0.105 \AA$^{-1}$. The last column seems to decay, but this comes from the lengths chosen. With $k=0.3176$, ten sites advance the phase by $3.176=\pi+0.034$, and $T$ has period $\pi$ in $Nk$. The four lengths therefore sample a slow slide along one oscillation, whose bounds are 0.037 and 0.930.

\section{Solution of (c)}

The linear conductance now follows from $\langle T\rangle=\int T(E)\,(-f')\,dE$, where $f$ is the Fermi function and $-f'$ has a width of order $k_B\Theta$. If $k_B\Theta\ll t/N^2$, $T$ is nearly constant over that width and the edge value survives. For $N=20$, $t/N^2=2.5$ meV, equivalent to 29 K. At 10 K the average is 3\% above the edge value. $T$ itself changes by about 12\% at $\pm k_B\Theta$, but the part odd about the edge cancels against the symmetric $-f'$.

If $k_B\Theta\gg t/N^2$, about $(N/\pi)\sqrt{k_B\Theta/t}$ resonances lie within $k_B\Theta$ of the edge. When this number is large, $T$ may be replaced by its average over the phase $\varphi=2(N+1)k$. In the example at 300 K the number is only about one for $N=20$, yet the full integral below is already close to the result. Since $|a|<|b|$, expand $1/(b-ae^{i\varphi})=\sum_n a^ne^{in\varphi}/b^{n+1}$. The mean square modulus is
\begin{equation}
\sum_{n\ge0}\frac{|a|^{2n}}{|b|^{2n+2}}=\frac{1}{|b|^2-|a|^2}.
\end{equation}
From $\sigma=i\gamma$, $|1-\sigma e^{\pm ik}|^2=1+\gamma^2\pm2\gamma\sin k$. Multiplying out the two products and subtracting,
\begin{align}
|b|^2-|a|^2&=4\sin k\,[\gamma_L(1+\gamma_R^2)+\gamma_R(1+\gamma_L^2)]\nonumber\\
&=4\sin k\,S(1+p),
\end{align}
so the phase average is
\begin{equation}
\overline T=\frac{16p\sin^2k}{4\sin k\,S(1+p)}=\frac{4p\sin k}{S(1+p)}.
\end{equation}

Below the band the imaginary part of (\ref{Foff}) gives $|F_N|\ge Su_N\ge SN$, so $T\le4p/(S^2N^2)\le1/N^2$, and those energies can be dropped for long chains. Inside the band, near the edge, $\sin k\simeq\sqrt{\delta/t}$, with $\delta$ now measured into the band. Put $u=\delta/k_B\Theta$ and expand $e^u/(e^u+1)^2=\sum_{n\ge1}(-1)^{n+1}n\,e^{-nu}$. Apart from its factor $(-1)^{n+1}n$, each term, weighted by $\sqrt u$, integrates to $\int_0^\infty\!\sqrt u\,e^{-nu}du=\Gamma(\tfrac32)\,n^{-3/2}$, where $\Gamma(\tfrac32)$ is the gamma function. With $\eta(s)=\sum_{n\ge1}(-1)^{n+1}n^{-s}$,
\begin{equation}
\langle T\rangle\simeq\Gamma(\tfrac32)\,\eta(\tfrac12)\,\frac{4p}{S(1+p)}\sqrt{\frac{k_B\Theta}{t}},\qquad \Gamma(\tfrac32)\,\eta(\tfrac12)=0.536.
\end{equation}
The length has dropped out. At 300 K, $k_B\Theta=25.9$ meV and the formula gives
\begin{equation}
0.536\times\frac{0.5}{0.75\times1.125}\times\sqrt{0.0259}=0.051.
\end{equation}

The full thermal integrals at 300 K are 0.014, 0.039, 0.051 and 0.051 for $N=5$, 10, 20 and 40. The average is not monotonic in length. It falls with the edge value to a minimum of 0.013 at $N=6$, rises to 0.055 at $N=14$, and then settles on the plateau. In the scaling form the lowest resonance lies at $\delta\simeq\pi^2t/N^2$, with corrections of relative order $1/N$. The full expression puts its peak at 0.29 eV for $N=5$, 0.085 eV for $N=10$ and 0.023 eV for $N=20$. From $N=6$ to about 13 the average rises because this resonance moves down into the thermal tail, where it alone contributes up to 0.052. Beyond that it narrows and its share falls, to 0.032 at $N=20$, while the higher resonances that follow it (0.018 at $N=20$) make up most of the loss. At $N=20$ in-band energies carry 99.9\% of the average, which is 58 times the zero-temperature edge value.

The $1/N^2$ law thus belongs to coherent transmission at the band-edge energy, and its temperature range shrinks roughly as $1/N^2$, slightly faster for long chains because the thermal tail on the first resonance gains on the edge value as $N$ grows (the average doubles at $k_B\Theta=1.13\,t/N^2$ for $N=20$ and $0.81\,t/N^2$ for $N=1280$). Disorder and electron interactions would change these numbers further; the model does not give their size. The numerical output follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
site energy 0.0 eV, t 1.0 eV, spacing 3.0 angstrom
Gamma_L 1.00 eV, Gamma_R 0.50 eV
gamma_L 0.500, gamma_R 0.250 (dimensionless)
lower band edge -2.00 eV
prefactor C 0.37647, offset N0 0.74118 (dimensionless)
log-log slope of T, N=400 to 800, by inversion: -1.9973
detuning for the columns outside and inside: 0.10 eV
N, end-to-end length (angstrom), T edge, C/N^2, T outside, T inside
  5   12.0 1.1283e-02 1.5059e-02 4.2059e-03 3.9213e-02
 10   27.0 3.2517e-03 3.7647e-03 1.7188e-04 3.3725e-01
 20   57.0 8.7429e-04 9.4118e-04 3.1542e-07 2.8979e-01
 40  117.0 2.2676e-04 2.3529e-04 1.0668e-12 2.1894e-01
 80  237.0 5.7745e-05 5.8824e-05 1.2203e-23 1.3686e-01
kappa outside 0.31492 per site = 0.10497 per angstrom
k inside 0.31756 rad per site
inside envelopes: T min 0.03681, T max 0.93022
inside phase-averaged T 0.18504
conductance at edge, N=20: 0.06774 microsiemens
half-value z 1.4914, z^2 2.2244 (dimensionless)
half-value detuning N=20: exact 5.173 meV, scaling 5.561 meV
t/N^2 for N=20: 2.500 meV = 29.01 K times k_B
k_B Theta: 0.8617 meV at 10 K, 25.852 meV at 300 K
thermal T, N=20, 10 K: 9.0183e-04; ratio to edge value 1.0315
thermal T, N=5, 300 K: 0.01366
thermal T, N=10, 300 K: 0.03909
thermal T, N=20, 300 K: 0.05064
thermal T, N=40, 300 K: 0.05076
thermal T, N=160, 300 K: 0.05076
in-band share of thermal T, N=20, 300 K: 99.869 percent
plateau 300 K: integral 0.05076, square-root law 0.05108
Gamma(3/2)*eta(1/2) = 0.53608 (dimensionless)
control gamma 0.01, N=50: T free ends 0.94337, T plain ends 1.5376e-07
\end{verbatim}
